**DIIS as a projected multisecant step and its three error terms, for the F atom at UHF/cc-pVDZ**

For a root problem g(x*) = 0 with Jacobian J, stored points x_0…x_n, differences s_i = x_i − x_n and y_i = g_i − g_n as columns of S and Y (full column rank), Q = I − YY⁺ and a fixed matrix C0, residual DIIS equals x_{n+1} = x_n − C g_n with C = SY⁺ + C0·Q, the least Frobenius change of C0 with CY = S. The new error is exactly L + U + M, with L = J_n⁻¹R(x_n, x* − x_n), U = (J_n⁻¹ − C0)Q g_n and M = −J_n⁻¹Σc_i R(x_n, s_i), where c_i are the DIIS coefficients and R(b,s) = g(b+s) − g(b) − J(b)s. The program asserts that the step from a 50-digit bordered system, the QR form and the projected Broyden recursion agree, that a minimum-norm solve returns C, that quadrature of the analytic Jacobian reproduces L, M and the sum, and that the norm bounds hold at n = 3 with a sampled Lipschitz constant. It also asserts the orders 2, 1, 2 of L, U, M when the whole history is scaled, order 1 of M when only the newest point moves, second order when Y spans the space, incompatible secants with N + 1 differences, equality with GMRES in the linear limit, and the approach of commutator coefficients to those of the fixed seminorm ‖[g, D*]‖. The Fock matrix and energy are compared with PySCF, the Jacobian with finite differences, and two rotational zero modes are found without the D2h restriction. The output (N = 54, E = −99.37524 Eh) shows U dominant at every step, L quadratic in the error, and M growing to 0.44 of U at n = 5, while the error norm falls from 0.94 Eh to 3.3×10⁻⁶ Eh in seven steps.

## Verification by program

```python
# Result under test. Root problem g(x*)=0, J=g', history x_0..x_n, e_i=x_i-x*,
# s_i=x_i-x_n, y_i=g_i-g_n (columns of S,Y), Q=I-Y Y^+, fixed matrix C0.
# DIIS: c minimizes |sum c_i g_i|, sum c_i=1, x_{n+1}=sum c_i x_i - C0 sum c_i g_i.
# (A) x_{n+1}=x_n-C g_n, C=S Y^+ + C0 Q: all secants C y_i=s_i, least change from C0.
# (B) e_{n+1}=L+U+M, L=J_n^-1 R(x_n,-e_n), U=(J_n^-1-C0)Q g_n,
#     M=-J_n^-1 sum c_i R(x_n,s_i), R(b,s)=int_0^1 [J(b+ts)-J(b)] s dt.
# Example: F atom UHF/cc-pVDZ, x = D2h-symmetric input Fock pair (Loewdin basis),
# g(x)=x-F[D(x)], Frobenius norm, hartree (Eh).
import numpy as np
import mpmath as mp
from scipy.linalg import solve_triangular, block_diag
from scipy.constants import physical_constants
from pyscf import gto, scf

mp.mp.dps = 50
norm, solve = np.linalg.norm, np.linalg.solve
rng = np.random.default_rng(7)
mol = gto.M(atom='F 0 0 0', basis='cc-pvdz', spin=1, verbose=0)
nao = mol.nao
w, v = np.linalg.eigh(mol.intor('int1e_ovlp'))
Xm, Xp = (v * w**-0.5) @ v.T, (v * w**0.5) @ v.T
h_ao = mol.intor('int1e_kin') + mol.intor('int1e_nuc')
eri = np.einsum('pqrs,pa,qb,rc,sd->abcd', mol.intor('int2e'), Xm, Xm, Xm, Xm, optimize=True)
pts = np.array([.3, .5, .7]) * np.array([[1, 1, 1], [-1, 1, 1], [1, -1, 1], [1, 1, -1]])
ao = mol.eval_gto('GTOval_sph', pts)
labels = [tuple(int(np.sign(ao[k, p] / ao[0, p])) for k in (1, 2, 3)) for p in range(nao)]
blocks = {l: np.array([p for p in range(nao) if labels[p] == l]) for l in sorted(set(labels))}
occ_b = {(1, 1, 1): 2, (-1, 1, 1): 1, (1, -1, 1): 1}
occs = [{**occ_b, (1, 1, -1): 1}, occ_b]
same = np.array([[a == b for b in labels] for a in labels])

def space(allowed):
    T = []
    for p in range(nao):
        for q in range(p + 1):
            if allowed[p, q]:
                m = np.zeros((nao, nao))
                m[p, q] = m[q, p] = 1.0
                T.append(m / norm(m))
    T = np.array(T)
    Tf = T.reshape(len(T), -1)
    Jc = Tf @ eri.reshape(nao**2, -1) @ Tf.T
    Kx = Tf @ eri.transpose(0, 2, 1, 3).reshape(nao**2, -1) @ Tf.T
    return T, np.block([[Jc - Kx, Jc], [Jc, Jc - Kx]])

T, kernel = space(same)
nb = len(T)
N = 2 * nb
I = np.eye(N)
mats = lambda x: [np.tensordot(x[s * nb:(s + 1) * nb], T, 1) for s in (0, 1)]
vec = lambda ms: np.concatenate([T.reshape(nb, -1) @ m.ravel() for m in ms])
hvec = vec([Xm @ h_ao @ Xm] * 2)

def orbitals(m, occ):
    C, eps, f = np.zeros((nao, nao)), np.zeros(nao), np.zeros(nao)
    for l, idx in blocks.items():
        eps[idx], C[np.ix_(idx, idx)] = np.linalg.eigh(m[np.ix_(idx, idx)])
        f[idx[:occ.get(l, 0)]] = 1.0
    return C, eps, f

def dens(x):
    return [(C * f) @ C.T for C, _, f in map(orbitals, mats(x), occs)]

def g(x):
    return x - hvec - kernel @ vec(dens(x))

def jac(x, basis=T, ker=kernel, allowed=same):
    chi = []
    for C, eps, f in map(orbitals, mats(x), occs):
        df, de = f[:, None] - f[None, :], eps[:, None] - eps[None, :]
        mask = (df != 0) & allowed
        W = np.zeros((nao, nao))
        W[mask] = df[mask] / de[mask]
        Tm = (C.T @ basis @ C).reshape(len(basis), -1)
        chi.append((Tm * W.ravel()) @ Tm.T)
    return np.eye(len(ker)) - ker @ block_diag(*chi)

def pulay(errors):
    # coefficients from the bordered Gram system
    m = len(errors)
    if m > 12:
        E = np.array(errors)
        B = E @ E.T
        A = np.block([[B / B.max(), np.ones((m, 1))], [np.ones((1, m)), np.zeros((1, 1))]])
        return solve(A, np.eye(m + 1)[m])[:m]
    rows = [[mp.mpf(float(u)) for u in e] for e in errors]
    A, b = mp.matrix(m + 1, m + 1), mp.matrix(m + 1, 1)
    for i in range(m):
        A[i, m] = A[m, i] = 1
        for j in range(m):
            A[i, j] = mp.fdot(rows[i], rows[j])
    b[m] = 1
    c = mp.lu_solve(A, b)
    return np.array([float(c[i]) for i in range(m)])

def multisecant(X, G, C0):
    S, Y = (np.array(X[:-1]) - X[-1]).T, (np.array(G[:-1]) - G[-1]).T
    sc = norm(Y, axis=0)
    q, r = np.linalg.qr(Y / sc)
    Yp, Q = solve_triangular(r, q.T) / sc[:, None], I - q @ q.T
    return S, Y, Yp, Q, S @ Yp + C0 @ Q

def broyden(X, G, C0, projected):
    C, Q = C0.copy(), I.copy()
    for k in range(len(X) - 1):
        s, y = X[k + 1] - X[k], G[k + 1] - G[k]
        yh = Q @ (Q @ y) if projected else y
        C = C + np.outer(s - C @ y, yh) / (yh @ y)
        Q = Q - np.outer(yh, yh) / (yh @ yh)
    return C

tq, wq = np.polynomial.legendre.leggauss(24)
tq, wq = (tq + 1) / 2, wq / 2

def remainder(b, s):
    Jb = jac(b)
    return sum(wk * ((jac(b + t * s) - Jb) @ s) for t, wk in zip(tq, wq))

def lipschitz(b, s):
    Jb = jac(b)
    return max(norm(jac(b + t * s) - Jb, 2) / (t * norm(s)) for t in tq)

def split(X):
    # the three terms from values of g and the Jacobian at the newest point
    G = [g(x) for x in X]
    S, Y, Yp, Q, _ = multisecant(X, G, I)
    Ji = np.linalg.inv(jac(X[-1]))
    return X[-1] - xs - Ji @ G[-1], (Ji - I) @ Q @ G[-1], (Ji @ Y - S) @ Yp @ G[-1]

unit = lambda u: u / norm(u)
order = lambda a, b: np.log2(norm(a) / norm(b))
fmt = lambda a: ' '.join(f'{u:.4e}' for u in a)

# DIIS trajectory with C0=I, then Newton polish for x*
d0 = Xp @ np.asarray(scf.hf.init_guess_by_minao(mol)) @ Xp / 2
X, G, coef = [hvec + kernel @ vec([d0, d0])], [], []
for n in range(7):
    G.append(g(X[-1]))
    coef.append(pulay(G))
    X.append(coef[-1] @ (np.array(X) - np.array(G)))
xs = X[-1].copy()
for _ in range(6):
    xs = xs - solve(jac(xs), g(xs))
assert norm(g(xs)) < 1e-12 and norm(X[-1] - xs) < 1e-3 * norm(X[0] - xs)
Js = jac(xs)
Jsi = np.linalg.inv(Js)
mf = scf.UHF(mol)
mf.chkfile = None
mf.conv_tol = 1e-11
e_ref = mf.kernel()
energy = 0.5 * vec(dens(xs)) @ (hvec + xs)
assert abs(energy - e_ref) < 1e-7
f_ref = h_ao + mf.get_veff(mol, np.array([Xm @ d @ Xm for d in dens(X[1])]))
assert all(norm(Xm @ a @ Xm - b) < 1e-10 for a, b in zip(f_ref, mats(X[1] - G[1])))
u = unit(rng.normal(size=N))
assert norm((g(X[1] + 1e-4 * u) - g(X[1] - 1e-4 * u)) / 2e-4 - jac(X[1]) @ u) < 1e-6
full = np.ones((nao, nao), bool)
Tf_, kf_ = space(full)
sv = np.linalg.svd(jac(xs, Tf_, kf_, full), compute_uv=False)[::-1]
assert sv[1] < 1e-8 and sv[2] > 1e-3
ev = physical_constants['Hartree energy in eV'][0]
print(f'F UHF/cc-pVDZ: AOs {nao}, N = {N}, unrestricted-space dimension {len(kf_)}')
print(f'E = {energy:.8f} Eh = {energy * ev:.4f} eV; PySCF {e_ref:.8f} Eh')
print(f'no symmetry, smallest singular values of J*: {fmt(sv[:3])}')
print(f'D2h: |J*| = {norm(Js, 2):.4f}, |J*^-1| = {norm(Jsi, 2):.4f}, '
      f'rho(I-J*) = {abs(np.linalg.eigvals(I - Js)).max():.4f}')
print(f'|e_0| = {norm(X[0] - xs):.4e} Eh')
print('n |e_n| |Qg_n| |L| |U| |M| |e_n+1| (Eh), |c|_1')
for n in range(1, 7):
    Xn, Gn = X[:n + 1], G[:n + 1]
    S, Y, Yp, Q, C = multisecant(Xn, Gn, I)
    step = X[n + 1] - X[n]
    assert norm(step + C @ G[n]) < 1e-6 * norm(step) + 1e-11
    Cr = broyden(Xn, Gn, I, True)
    assert norm(Cr - C) < 1e-6 * norm(C)
    assert (norm(Cr @ Y - S, axis=0) / norm(S, axis=0)).max() < 1e-7
    Ji = np.linalg.inv(jac(X[n]))
    L = Ji @ remainder(X[n], xs - X[n])
    M = Ji @ np.array([remainder(X[n], s) for s in S.T]).T @ Yp @ G[n]
    Ld, U, Md = split(Xn)
    assert norm(L - Ld) < 1e-6 * norm(L) + 1e-11 and norm(M - Md) < 1e-6 * norm(M) + 1e-11
    err = X[n + 1] - xs
    assert norm(err - L - U - M) < 1e-6 * norm(err) + 1e-11
    print(n, fmt(map(norm, (X[n] - xs, Q @ G[n], L, U, M, err))), f'{abs(coef[n]).sum():.3f}')
print(f'|e_7| = {norm(X[7] - xs) * ev:.4e} eV')

# details and bounds at n=3
n = 3
Xn, Gn, c = X[:4], G[:4], coef[3]
S, Y, Yp, Q, C = multisecant(Xn, Gn, I)
E = np.array(Xn) - xs
lam = max([lipschitz(X[n], s) for s in list(S.T) + [-E[n]]] + [lipschitz(xs, e) for e in E])
Ji = np.linalg.inv(jac(X[n]))
L, U, M = split(Xn)
sn = norm(S, axis=0)
bL, bM = lam / 2 * norm(Ji, 2) * norm(E[n])**2, lam / 2 * norm(Ji, 2) * abs(c[:n]) @ sn**2
bU = norm(Ji - I, 2) * norm(Q @ G[n])
a = pulay(list(E))
dist = norm(a @ E)
bQ = norm(Js, 2) * dist + lam / 2 * abs(a) @ norm(E, axis=1)**2
assert norm(L) <= bL and norm(M) <= bM and norm(U) <= bU and norm(Q @ G[n]) <= bQ
print(f'n=3 c = {fmt(c)}')
print(f'n=3 |s_i| = {fmt(sn)} Eh; |g_3| = {norm(G[n]):.4e} Eh')
print(f'n=3 sampled Lambda = {lam:.4f} 1/Eh, |J^-1| = {norm(Ji, 2):.4f}, |J^-1-I| = {norm(Ji - I, 2):.4f}')
print(f'n=3 bounds L U M = {fmt((bL, bU, bM))} Eh')
print(f'n=3 a = {fmt(a)}')
print(f'n=3 dist(x*,aff) = {dist:.4e} Eh, bound on |Qg| = {bQ:.4e} Eh')
viol = norm(broyden(Xn, Gn, I, False) @ np.diff(Gn, axis=0).T - np.diff(Xn, axis=0).T, axis=0)
viol /= norm(np.diff(Xn, axis=0), axis=1)
assert viol[-1] < 1e-9 and viol[:-1].max() > 1e-3
print(f'n=3 plain Broyden-2 relative secant violations = {fmt(viol)}')
Z = rng.normal(size=(N, N))
C0 = 0.6 * I + 0.01 * (Z + Z.T)
Cg = multisecant(Xn, Gn, C0)[4]
assert norm(c @ np.array(Xn) - C0 @ (c @ np.array(Gn)) - X[n] + Cg @ G[n]) < 1e-10
sc = norm(Y, axis=0)
dC = np.linalg.lstsq(np.kron(I, (Y / sc).T), ((S - C0 @ Y) / sc).ravel(), rcond=None)[0]
assert norm(C0 + dC.reshape(N, N) - Cg) < 1e-8 * norm(Cg - C0)
assert norm(broyden(Xn, Gn, C0, True) - Cg) < 1e-8 * norm(Cg)
print(f'n=3 |C_3 - I|_F = {norm(C - I):.4f}')

# whole history scaled by t
D = np.array([unit(rng.normal(size=N)) for _ in range(4)])
t1, t2 = 4e-3, 2e-3
A1, A2 = split(list(xs + t1 * D)), split(list(xs + t2 * D))
ords = [order(p, q) for p, q in zip(A1, A2)]
assert abs(np.array(ords) - [2, 1, 2]).max() < 0.05
g2 = lambda s: (g(xs + 2e-3 * s) - 2 * g(xs) + g(xs - 2e-3 * s)) / 4e-6
cl = pulay(list(D @ Js.T))
lims = (Jsi @ g2(D[3]) / 2 * t2**2, (Jsi - I) @ (cl @ D @ Js.T) * t2,
        -Jsi @ sum(cl[i] * g2(D[i] - D[3]) for i in range(3)) / 2 * t2**2)
dev = [norm(p - q) / norm(q) for p, q in zip(A2, lims)]
assert max(dev) < 0.02
print(f'all scaled, t = {t1}, {t2} Eh: orders L U M = {ords[0]:.3f} {ords[1]:.3f} {ords[2]:.3f}')
print(f'relative deviation from leading terms L U M = {fmt(dev)}')
# only the newest point shrinks
B1, B2 = (split(list(xs + 0.3 * D[:3]) + [xs + t * unit(D.sum(0))]) for t in (4e-4, 2e-4))
oL, oM = order(B1[0], B2[0]), order(B1[2], B2[2])
assert abs(oL - 2) < 0.05 and abs(oM - 1) < 0.05
print(f'old points at 0.3 Eh, newest at 4e-4, 2e-4 Eh: orders L M = {oL:.3f} {oM:.3f}')
# history spanning the space, and one difference too many
O = np.linalg.qr(rng.normal(size=(N, N)))[0].T
P = np.vstack([O, -unit(O.sum(0))])
errs = []
for t in (1e-2, 5e-3):
    Gt = np.array([g(xs + t * p) for p in P])
    ct = pulay(list(Gt))
    assert norm(ct @ Gt) < 1e-9 * norm(Gt[-1])
    errs.append(ct @ (t * P - Gt))
assert abs(order(*errs) - 2) < 0.05
print(f'rank Y = N, t = 1e-2, 5e-3 Eh: |e_n+1| = {fmt(map(norm, errs))} Eh, order {order(*errs):.3f}')
P2 = 0.05 * np.vstack([D[0], P])
clash = []
for Gt in (np.array([g(xs + p) for p in P2]), P2 @ Js.T):
    z = np.linalg.svd((Gt[:-1] - Gt[-1]).T)[2][-1]
    clash.append(norm((P2[:-1] - P2[-1]).T @ z))
assert clash[0] > 1e-7 and clash[1] < 1e-12
print(f'N+1 differences at 0.05 Eh, |S z| for Y z = 0: nonlinear, linear = {fmt(clash)} Eh')

# linear problem against GMRES from an explicit Krylov basis
El = [X[0] - xs]
r0 = Js @ El[0]
V = np.zeros((N, 0))
for n in range(6):
    if n:
        k = r0 if n == 1 else Js @ V[:, -1]
        for _ in range(2):
            k = k - V @ (V.T @ k)
        V = np.column_stack([V, unit(k)])
    eg = El[0] - (V @ np.linalg.lstsq(Js @ V, r0, rcond=None)[0] if n else 0)
    Gl = np.array(El) @ Js.T
    cn = pulay(list(Gl))
    assert norm(cn @ np.array(El) - eg) < 1e-7 * norm(eg) + 1e-12
    El.append(cn @ (np.array(El) - Gl))
    assert norm(El[-1] - (Jsi - I) @ (Js @ eg)) < 1e-7 * norm(eg) + 1e-12
print(f'linearized problem |e_1..e_6| = {fmt(map(norm, El[1:]))} Eh')

# commutator DIIS
comm = lambda x, ds: np.concatenate([(m @ d - d @ m).ravel() for m, d in zip(mats(x), ds)])
assert norm(comm(X[1] - G[1], dens(X[1])) + comm(G[1], dens(X[1]))) < 1e-11
gaps = []
for t in (t1, t2):
    Xt = list(xs + t * D)
    Gt = [g(x) for x in Xt]
    cc = pulay([comm(x - r, dens(x)) for x, r in zip(Xt, Gt)])
    gaps.append((cc - pulay([comm(r, dens(xs)) for r in Gt]), cc - pulay(Gt)))
oS, oF = order(gaps[0][0], gaps[1][0]), order(gaps[0][1], gaps[1][1])
assert abs(oS - 1) < 0.05 and abs(oF) < 0.2
print(f'commutator c minus seminorm c, full-norm c at t = {t2} Eh: {fmt(map(norm, gaps[1]))}')
print(f'orders in t of these differences: {oS:.3f} {oF:.3f}')
cc = pulay([comm(x - r, dens(x)) for x, r in zip(X[:4], G[:4])])
print(f'n=3 commutator c = {fmt(cc)}')
print(f'n=3 commutator step |e_4| = {norm(cc @ (np.array(X[:4]) - np.array(G[:4])) - xs):.4e} Eh')
print('done: every assertion held')
```

It prints:

```
F UHF/cc-pVDZ: AOs 14, N = 54, unrestricted-space dimension 210
E = -99.37524030 Eh = -2704.1380 eV; PySCF -99.37524030 Eh
no symmetry, smallest singular values of J*: 1.8655e-17 8.2922e-16 4.3228e-01
D2h: |J*| = 2.5170, |J*^-1| = 2.1315, rho(I-J*) = 0.5089
|e_0| = 9.3934e-01 Eh
n |e_n| |Qg_n| |L| |U| |M| |e_n+1| (Eh), |c|_1
1 1.6568e-01 1.9775e-01 3.6082e-04 5.2060e-02 5.4421e-05 5.2377e-02 1.010
2 5.2377e-02 2.1116e-02 8.7444e-05 1.6341e-02 8.0788e-05 1.6214e-02 1.021
3 1.6214e-02 4.7304e-03 1.7383e-05 3.8887e-03 3.2448e-05 3.8989e-03 1.906
4 3.8989e-03 6.1043e-04 1.0282e-06 4.3183e-04 1.7476e-05 4.2713e-04 2.639
5 4.2713e-04 6.6261e-05 1.3442e-08 1.8538e-05 8.2191e-06 2.1639e-05 2.932
6 2.1639e-05 8.4822e-06 3.2493e-11 2.7685e-06 8.0003e-07 3.2882e-06 1.448
|e_7| = 8.9477e-05 eV
n=3 c = 5.0323e-04 -1.2141e-01 -3.3171e-01 1.4526e+00
n=3 |s_i| = 9.3325e-01 1.5796e-01 4.8227e-02 Eh; |g_3| = 8.6769e-03 Eh
n=3 sampled Lambda = 0.4697 1/Eh, |J^-1| = 2.1314, |J^-1-I| = 1.4732
n=3 bounds L U M = 1.3158e-04 6.9687e-03 2.1219e-03 Eh
n=3 a = 1.5975e-03 -1.5837e-01 -4.4513e-01 1.6019e+00
n=3 dist(x*,aff) = 7.7691e-03 Eh, bound on |Qg| = 2.1292e-02 Eh
n=3 plain Broyden-2 relative secant violations = 1.6236e-02 1.7189e-01 1.4656e-16
n=3 |C_3 - I|_F = 0.7156
all scaled, t = 0.004, 0.002 Eh: orders L U M = 2.000 0.999 2.000
relative deviation from leading terms L U M = 4.1574e-04 9.5061e-04 4.5841e-04
old points at 0.3 Eh, newest at 4e-4, 2e-4 Eh: orders L M = 2.000 0.998
rank Y = N, t = 1e-2, 5e-3 Eh: |e_n+1| = 5.9699e-07 1.4925e-07 Eh, order 2.000
N+1 differences at 0.05 Eh, |S z| for Y z = 0: nonlinear, linear = 6.1134e-05 6.3147e-17 Eh
linearized problem |e_1..e_6| = 1.5295e-01 4.9154e-02 1.5426e-02 3.8101e-03 4.0743e-04 1.7698e-05 Eh
commutator c minus seminorm c, full-norm c at t = 0.002 Eh: 3.3372e-05 2.1059e-01
orders in t of these differences: 1.000 -0.000
n=3 commutator c = 4.1366e-02 -2.0418e-01 -8.6826e-01 2.0311e+00
n=3 commutator step |e_4| = 1.7188e-03 Eh
done: every assertion held
```
